Fierz Rearrangement of Chiral Currents for Commuting Spinors and Anticommuting Fields

**Question**

A local four-fermion interaction multiplies two bilinears at one point. Each barred field can be paired with either of the two unbarred fields. This gives two pairings, and the question asks how they are related when the currents are chiral.

Work in four spacetime dimensions with metric g = diag(+1, −1, −1, −1) and

{γ^μ, γ^ν} = 2g^μν, γ5 = iγ⁰γ¹γ²γ³, P_L = (1 − γ5)/2, P_R = (1 + γ5)/2.

Then γ5² = 1, γ5 anticommutes with every γ^μ, and a projector changes handedness when it passes one Dirac matrix: P_L γ^μ = γ^μ P_R. A bar means ā = a†γ⁰. Repeated indices are summed. The V−A and V+A vertices are γ^μ(1 − γ5) and γ^μ(1 + γ5); S+P and S−P denote 1 + γ5 and 1 − γ5. The two products to be studied are

LL = [ā γ^μ P_L b][c̄ γ_μ P_L d],
LR = [ā γ^μ P_L b][c̄ γ_μ P_R d].

(a) Evaluate γ^μγ_μ, γ^μγ^αγ_μ and γ^μσ^αβγ_μ, where σ^αβ = (i/2)[γ^α, γ^β].

(b) For an arbitrary 4×4 matrix M, expand P_L M P_R and P_L M P_L in Dirac matrices, and find the vector and scalar coefficients as traces.

(c) Let a, b, c, d be commuting spinors. Rewrite LL and LR with ā paired with d and c̄ paired with b. What follows from the first result when all four spinors are equal?

(d) Repeat for anticommuting fields, and state the results in V−A, V+A, S+P and S−P form.

(e) Explain the sign found for LL in (c) with two-component spinors. Then check both results of (c) for

a = (1, 2, 1, −1), b = (3, −1, 1, 2), c = (1, i, 2, 1), d = (1, 1, 1, −2),

in the representation where γ5 = diag(−1, −1, 1, 1), γ⁰ exchanges the upper and lower pairs of components, and γ^k has upper right block σ^k and lower left block −σ^k.

(f) Two fermion fields A and B live on a single site, with {A_j, A_k†} = {B_j, B_k†} = δ_jk and all other anticommutators zero. Does the result of (d) hold for the operator products as written, without normal ordering? Illustrate with the spinors of (e).

**Model answer to (a)**

The first contraction is γ^μγ_μ = ½{γ^μ, γ_μ} = g^μ_μ = 4. For the second, move γ^μ to the right past γ^α:

γ^μγ^αγ_μ = (2g^μα − γ^αγ^μ)γ_μ = 2γ^α − 4γ^α = −2γ^α.

For two matrices, move γ_μ to the left past γ^β and use the result just found:

γ^μγ^αγ^βγ_μ = γ^μγ^α(2δ^β_μ − γ_μγ^β)
= 2γ^βγ^α + 2γ^αγ^β = 4g^αβ.

This is symmetric in α and β, whereas σ^αβ is the antisymmetric combination. Hence

γ^μσ^αβγ_μ = (i/2)(4g^αβ − 4g^βα) = 0.

**Model answer to (b)**

Some traces are needed first. By cyclicity, tr(γ_βγ^α) = ½ tr{γ_β, γ^α} = 4δ^α_β. Also

tr γ5 = tr(γ⁰γ⁰γ5) = −tr(γ⁰γ5γ⁰) = −tr γ5,

so tr γ5 = 0. For α ≠ β choose ρ different from both. Then γ^ρ commutes with γ^αγ^β and anticommutes with γ5, so conjugating γ^αγ^βγ5 with γ^ρ reverses its sign without changing its trace. Therefore tr(γ^αγ^βγ5) = 0. For α = β the same trace is proportional to tr γ5 and vanishes too.

Since tr P_L = tr P_R = 2, each projector has rank two. The matrices of the form P_L M P_R thus make up a space of dimension 2 × 2 = 4, and so do those of the form P_L M P_L.

The four matrices γ^αP_R = P_Lγ^αP_R lie in the first space. They are linearly independent because

tr(γ_βγ^αP_R) = ½ · 4δ^α_β = 2δ^α_β.

They therefore form a basis:

P_L M P_R = v_α γ^αP_R.

Multiply by γ_β from the left and take the trace. The right side gives 2v_β. The left side gives tr(γ_βP_L M P_R) = tr(P_Rγ_βP_L M) = tr(γ_βP_L M), since P_Rγ_β = γ_βP_L. Hence

v_α = ½ tr(γ_αP_L M).

In the second space take P_L and the three matrices σ^0kP_L, with k = 1, 2, 3. The traces above give tr(σ^0kP_L) = 0. Since σ^0k = iγ⁰γ^k and γ⁰γ^kγ⁰ = −γ^k,

tr(σ^0kσ^0mP_L) = −tr(γ⁰γ^kγ⁰γ^mP_L) = tr(γ^kγ^mP_L) = −2δ_km.

These four matrices are therefore independent and form a basis:

P_L M P_L = s P_L + t_k σ^0kP_L.

Taking the trace gives tr(P_L M) = 2s, so

s = ½ tr(P_L M).

The coefficients t_k will not be needed. Both expansions are linear in the entries of M, so they remain valid when those entries are products of two anticommuting quantities.

**Model answer to (c)**

The fields b and c̄ stand next to each other in both products. Collect them in the matrix M_jk = b_j c̄_k. Without any reordering,

LL = ā γ^μP_L M γ_μP_L d,
LR = ā γ^μP_L M γ_μP_R d.

In LL write γ_μP_L = P_Rγ_μ, which exposes the block P_L M P_R. With the expansion from (b) and the contraction from (a),

LL = v_α ā γ^μγ^αP_Rγ_μ d
= v_α ā γ^μγ^αγ_μP_L d
= −2v_α ā γ^αP_L d.

In LR write γ_μP_R = P_Lγ_μ, which exposes P_L M P_L:

LR = s ā γ^μP_Lγ_μ d + t_k ā γ^μσ^0kP_Lγ_μ d
= s ā γ^μγ_μP_R d + t_k ā γ^μσ^0kγ_μP_R d
= 4s ā P_R d.

The tensor part has dropped out by (a). For commuting spinors a trace with M is a bilinear:

tr(ΓM) = Γ_kj b_j c̄_k = c̄_kΓ_kj b_j = c̄Γb.

Thus v_α = ½ c̄γ_αP_L b and s = ½ c̄P_L b, and

[ā γ^μP_L b][c̄ γ_μP_L d] = −[ā γ^μP_L d][c̄ γ_μP_L b],
[ā γ^μP_L b][c̄ γ_μP_R d] = +2[ā P_R d][c̄ P_L b].

The LL product keeps its form and changes sign. The LR product turns into a product of scalar and pseudoscalar combinations.

If all four spinors equal a, the first identity says that J^μ = ā γ^μP_L a satisfies J·J = −J·J, so J·J = 0. Its time component is J⁰ = a†P_L a, which is positive unless the left-handed part of a vanishes. The left-handed current of one commuting spinor is therefore lightlike whenever it is nonzero.

**Model answer to (d)**

Now let the components of ā, b, c̄ and d be anticommuting Grassmann quantities. Everything in (c) up to the evaluation of the traces still holds, because b_j and c̄_k were kept in their original order. The coefficients v_α and s are sums of products of two anticommuting quantities, so they commute with ā and d and may be moved out of the bilinear. The change comes in the trace:

tr(ΓM) = Γ_kj b_j c̄_k = −c̄_kΓ_kj b_j = −c̄Γb.

Both v_α and s therefore reverse sign:

[ā γ^μP_L b][c̄ γ_μP_L d] = +[ā γ^μP_L d][c̄ γ_μP_L b],
[ā γ^μP_L b][c̄ γ_μP_R d] = −2[ā P_R d][c̄ P_L b].

Each projector is half of 1 ∓ γ5, so multiplying both sides by 4 gives

[ā γ^μ(1 − γ5) b][c̄ γ_μ(1 − γ5) d] = [ā γ^μ(1 − γ5) d][c̄ γ_μ(1 − γ5) b],
[ā γ^μ(1 − γ5) b][c̄ γ_μ(1 + γ5) d] = −2[ā (1 + γ5) d][c̄ (1 − γ5) b].

In words, (V−A)(V−A) is Fierz invariant for anticommuting fields, and (V−A)(V+A) becomes −2(S+P)(S−P). The coefficient −2 belongs to anticommuting fields; with commuting spinors it is +2.

The invariance has a direct use. Take a and d to be the electron field e, and b and c the neutrino field ν. The contact product [ē γ^μP_L ν][ν̄ γ_μP_L e], in which each current changes the particle type, equals [ē γ^μP_L e][ν̄ γ_μP_L ν], in which neither does. Its coefficient can then be added, with its sign, to that of an interaction already written in the second form.

Two conditions should be kept in view. The contractions and the count of four matrices per block are four-dimensional statements. Further labels, such as colour, stay attached to their fields: if ā and b were summed over a common colour index, that sum connects two different brackets after the rearrangement.

The conclusion J·J = 0 does not carry over to a single anticommuting field, because the LL identity then reads J·J = J·J and imposes nothing. The numerical check confirms that this Grassmann product is nonzero.

**Model answer to (e)**

In the given representation the upper two components are left-handed and the lower two right-handed; call them a_L and a_R. Since γ⁰γ⁰ = 1 and the upper left block of γ⁰γ^k is −σ^k,

ā γ⁰P_L b = a_L†b_L, ā γ^kP_L b = −a_L†σ^k b_L.

The LL product is therefore

LL = (a_L†b_L)(c_L†d_L) − Σ_k (a_L†σ^k b_L)(c_L†σ^k d_L).

Any 2×2 matrix obeys N = ½ tr(N) 1 + ½ Σ_k tr(σ^kN) σ^k. Comparing the coefficients of the entries of N on both sides gives

Σ_k σ^k_ij σ^k_mn = 2δ_in δ_mj − δ_ij δ_mn.

Inserting this yields

LL = 2[(a_L†b_L)(c_L†d_L) − (a_L†d_L)(c_L†b_L)].

The expression is antisymmetric under exchange of b and d. Each left-handed spinor has two components, and the contracted currents select the antisymmetric combination of b_L and d_L. For anticommuting fields, the sign from reordering compensates this antisymmetry.

For the given spinors the currents, with components μ = 0, 1, 2, 3, are

ā γ^μP_L b = (1, −5, −7i, −5),
c̄ γ^μP_L d = (1 − i, −1 + i, −1 + i, −1 − i),
ā γ^μP_L d = (3, −3, −i, 1),
c̄ γ^μP_L b = (3 + i, 1 + 3i, −3 − i, −3 + i).

The original pairing gives

LL = (1 − i) − (5 − 5i) − (7 + 7i) − (5 + 5i) = −16 − 8i.

The exchanged pairing gives

(9 + 3i) − (−3 − 9i) − (−1 + 3i) − (−3 + i) = 16 + 8i.

The two are opposite, as (c) requires. The two-component formula, with a_L†b_L = 1, c_L†d_L = 1 − i, a_L†d_L = 3 and c_L†b_L = 3 + i, agrees:

LL = 2[(1 − i) − 3(3 + i)] = −16 − 8i.

The lightlike current can be seen as well: ā γ^μP_L a = (5, −4, 0, 3), whose square is 25 − 16 − 9 = 0.

For the LR product, c̄ γ^μP_R d = (0, −3, 5i, 4), so

LR = 0 − (−5)(−3) − (−7i)(5i) − (−5)(4) = −15 − 35 + 20 = −30.

The scalar factors are

ā P_R d = a_L†d_R = 1·1 + 2·(−2) = −3,
c̄ P_L b = c_R†b_L = 2·3 + 1·(−1) = 5.

Hence 2(−3)(5) = −30, in agreement.

**Model answer to (f)**

Set a = d = A and b = c = B. Since B̄_k = B_m†γ⁰_mk, the neighbouring operators obey {B_j, B̄_k} = γ⁰_jk, and therefore

B_j B̄_k = −B̄_k B_j + γ⁰_jk.

The first term is the normal-ordered product, with creation operators to the left of annihilation operators. It carries the same minus sign as in (d), and the pair B̄_kB_j commutes with A and Ā, so it reproduces the result of (d). The second term replaces M by γ⁰. In LL it adds

Ā γ^μP_Lγ⁰γ_μP_L A = Ā γ^μγ⁰γ_μP_L A = −2Ā γ⁰P_L A = −2A†P_L A,

where P_L has passed two Dirac matrices unchanged and (γ⁰)² = 1 was used. In LR it adds

Ā γ^μP_Lγ⁰γ_μP_R A = Ā γ^μγ⁰γ_μP_LP_R A = 0.

The operator products as written thus satisfy

[Ā γ^μP_L B][B̄ γ_μP_L A] = [Ā γ^μP_L A][B̄ γ_μP_L B] − 2A†P_L A,
[Ā γ^μP_L B][B̄ γ_μP_R A] = −2[Ā P_R A][B̄ P_L B].

The LL identity fails by a one-body term unless the product is normal ordered. The LR identity holds either way for this assignment of the fields, but not for every assignment. With a = b = A and c = d = B, the neighbouring B and B̄ stand on the scalar side, where replacing B_j B̄_k by γ⁰_jk gives Ā P_Rγ⁰P_L A = Ā γ⁰P_L A = A†P_L A. Then

[Ā γ^μP_L A][B̄ γ_μP_R B] = −2[Ā P_R B][B̄ P_L A] + 2A†P_L A.

Both identities of (d) are therefore guaranteed only for normal-ordered products. In continuous space δ_jk is accompanied by a delta function of the separation, which is singular at coincident points. These one-body terms are then defined only with a regulator; in the normal-ordered products defined above they are absent.

For the illustration, let A†(u) = Σ_j u_j A_j†, and likewise for B. Take the initial state A†(d)B†(b)|0⟩ and the final state A†(a)B†(c)|0⟩, where |0⟩ is annihilated by all A_j and B_j. The states are not normalized.

In the normal-ordered exchange operator −Ā_i B̄_k B_j A_l Γ_ij Γ′_kl, the annihilation operators give b_j d_l and the creation operators give ā_i c̄_k. Its matrix element is thus −(āΓb)(c̄Γ′d). The direct operator [ĀΓA][B̄Γ′B] gives (āΓd)(c̄Γ′b). With the numbers of (e):

- LL exchange, normal ordered: −(−16 − 8i) = 16 + 8i. The direct operator also gives 16 + 8i.
- LR exchange, normal ordered: −(−30) = 30. The scalar product gives (−3)(5) = −15, and −2 times this is 30.

The commuting spinor identities and the field identities are therefore consistent: the fermion sign of the exchange matrix element converts one set into the other.

Without normal ordering, the one-body term contributes −2(a_L†d_L)(c†b). Here c†b = (3 + i) + (2·1 + 1·2) = 7 + i, so the contribution is −2·3·(7 + i) = −42 − 6i. The LL exchange element becomes

(16 + 8i) + (−42 − 6i) = −26 + 2i,

while the LR element stays at 30. The numerical check tests the two relations for a = d = A, b = c = B as operator equations on the full space of the eight fermion modes.

Numbers as computed

```
All values are dimensionless; current components mu = 0,1,2,3
spinor a: 1+0i, 2+0i, 1+0i, -1+0i
spinor b: 3+0i, -1+0i, 1+0i, 2+0i
spinor c: 1+0i, 0+1i, 2+0i, 1+0i
spinor d: 1+0i, 1+0i, 1+0i, -2+0i
Commuting spinors, left-left product
abar g^mu PL b: 1+0i, -5+0i, 0-7i, -5+0i
cbar g^mu PL d: 1-1i, -1+1i, -1+1i, -1-1i
abar g^mu PL d: 3+0i, -3+0i, 0-1i, 1+0i
cbar g^mu PL b: 3+1i, 1+3i, -3-1i, -3+1i
[a b][c d] product: -16-8i
[a d][c b] product: 16+8i
aL^dagger bL: 1+0i
cL^dagger dL: 1-1i
aL^dagger dL: 3+0i
cL^dagger bL: 3+1i
two-component value of [a b][c d]: -16-8i
abar g^mu PL a: 5+0i, -4+0i, 0+0i, 3+0i
its Minkowski square: 0+0i
Commuting spinors, left-right product
cbar g^mu PR d: 0+0i, -3+0i, 0+5i, 4+0i
[abar g^mu PL b][cbar g_mu PR d]: -30+0i
abar PR d: -3+0i
cbar PL b: 5+0i
2 [abar PR d][cbar PL b]: -30+0i
Field operators between the two-particle states
normal-ordered LL exchange [Abar B][Bbar A]: 16+8i
LL direct [Abar A][Bbar B]: 16+8i
normal-ordered LR exchange [Abar B][Bbar A]: 30+0i
scalar product [Abar PR A][Bbar PL B]: -15+0i
-2 times scalar product: 30+0i
LL exchange without normal ordering: -26+2i
one-body term -2 A^dagger PL A: -42-6i
LR exchange without normal ordering: 30+0i
Grassmann monomials, one field: LL 1, LR 4
```
